\section*{One-photon background in lithography with path-entangled photons}

\section{The question}

Two light paths cross in a resist that is meant to respond to the simultaneous absorption of $N$ photons. The light is in the path-entangled state
\begin{equation}
|\psi_N\rangle=\frac{|N,0\rangle+e^{i\chi}|0,N\rangle}{\sqrt2},
\label{eq:state}
\end{equation}
with all $N$ photons in path $a$ or all in path $b$. The $N$-photon absorption then has fringes $N$ times finer than the ordinary interference pattern of the two paths. No resist is perfectly transparent, however, and some molecules are excited by single photons. Two crossed beams normally write a one-photon fringe. Why does this residual absorption add a flat background for $N\ge2$, and does being flat make it harmless?

\section{The mechanism: what absorption leaves behind}

Let each path contain one spatial, temporal and polarization mode, with the electric field perpendicular to the plane of incidence, so that the two fields are parallel. The lateral wave numbers are $\pm K$, with
\begin{equation}
K=\frac{2\pi\sin\theta}{\lambda},
\end{equation}
where $\lambda$ is the vacuum wavelength and $\theta$ the angle of incidence in air. Refraction at a flat surface conserves $K$. Apart from a constant factor, the part of the field that removes a photon at lateral position $x$ is
\begin{equation}
c(x)=a\,e^{iKx}+b\,e^{-iKx},
\label{eq:field}
\end{equation}
where $a$ and $b$ annihilate a photon in the respective path. The beams have flat profiles, and the film is laterally uniform and absorbs so weakly that it does not change the light appreciably.

To lowest order in the coupling, the one-photon absorption rate is proportional to $\langle c^\dagger c\rangle$, which is the squared norm of $c|\psi_N\rangle$. Since $a|N,0\rangle=\sqrt N|N-1,0\rangle$ and $b|N,0\rangle=0$, and likewise with the paths exchanged,
\begin{equation}
c(x)|\psi_N\rangle=\sqrt{\frac N2}\left[e^{iKx}|N-1,0\rangle+e^{i(\chi-Kx)}|0,N-1\rangle\right].
\label{eq:after}
\end{equation}
Each term has squared norm $N/2$. Their cross terms are complex conjugates, so
\begin{equation}
\langle c^\dagger c\rangle=N+N\,\mathrm{Re}\left[e^{i(\chi-2Kx)}\langle N-1,0|0,N-1\rangle\right].
\label{eq:g1}
\end{equation}

For $N=1$ both remaining states are the vacuum. The overlap is one and the rate is $1+\cos(2Kx-\chi)$. For $N\ge2$ the remaining photons still show which path was occupied. The overlap is zero and the rate is $N$ at every $x$.

The two alternatives were already orthogonal before the absorption, for $N=1$ as well. What matters is whether the absorption brings them to the same final state. Removing the single photon of $N=1$ does so; removing one photon of several does not.

\subsection{A state with adjustable overlap}

If this is the cause, a partial overlap should give a partial fringe. Consider the unnormalized superposition $|\alpha,0\rangle+|0,\alpha\rangle$, where $|\alpha\rangle$ is a coherent state, $a|\alpha\rangle=\alpha|\alpha\rangle$. Then
\begin{equation}
c\left(|\alpha,0\rangle+|0,\alpha\rangle\right)=\alpha\left(e^{iKx}|\alpha,0\rangle+e^{-iKx}|0,\alpha\rangle\right).
\end{equation}
The overlap of the remaining states is $\langle\alpha|0\rangle\langle0|\alpha\rangle=e^{-|\alpha|^2}$, so the rate is proportional to
\begin{equation}
2+2e^{-|\alpha|^2}\cos(2Kx).
\end{equation}
Define the visibility of a pattern as its maximum minus its minimum, divided by their sum. Here it equals the overlap. Direct evaluation in number space gives 0.779, 0.368 and 0.135 for both quantities at $|\alpha|^2=0.25$, 1 and 2. The fringe fades as the remaining light becomes better able to distinguish the paths. This is the earlier result seen in another way, not an independent proof of it. The state is a sum of states of the form of Eq.~(\ref{eq:state}) over all $N$, and $c^\dagger c$ does not connect different total photon numbers. Only the $N=1$ component has a fringe, and its share of the mean rate is $e^{-|\alpha|^2}$.

\subsection{What uniform means}

Unequal path probabilities $p_a$ and $p_b$ do not restore the fringe, because the overlap remains zero: $\langle c^\dagger c\rangle=N(p_a+p_b)=N$. More generally, replace the two exponentials in Eq.~(\ref{eq:field}) by mode functions $f_a$ and $f_b$. For equal weights and $N\ge2$,
\begin{equation}
\langle c^\dagger c\rangle=\frac N2\left(|f_a|^2+|f_b|^2\right).
\label{eq:intensities}
\end{equation}
The background is the sum of the two separate intensities. It is flat if that sum is flat. A beam profile, or a structure in the film that makes one path interfere with its own scattered light, still appears in the dose. What is missing is interference between the paths.

\section{The formula for every absorption order}

Now let $p$ photons be absorbed at one point. In $c^p|N,0\rangle$, any term containing $b$ vanishes, since $a$ and $b$ commute and path $b$ is empty. Hence, for $p\le N$,
\begin{equation}
c^p|N,0\rangle=e^{ipKx}\sqrt{\frac{N!}{(N-p)!}}\,|N-p,0\rangle,
\end{equation}
with the corresponding result for $|0,N\rangle$. For $p<N$ the two final states are orthogonal and
\begin{equation}
\langle c^{\dagger p}c^p\rangle=\frac{N!}{(N-p)!}.
\label{eq:low}
\end{equation}
For $p=N$ both end in the vacuum, and their amplitudes add:
\begin{align}
\langle c^{\dagger N}c^N\rangle
&=\frac{N!}{2}\left|e^{iNKx}+e^{i(\chi-NKx)}\right|^2\nonumber\\
&=N!\left[1+\cos(2NKx-\chi)\right].
\label{eq:high}
\end{align}
The fine fringe and the flat background thus have one origin: the fringe appears at the order that removes all the path information. With unequal weights the $N$-photon visibility falls to $2\sqrt{p_ap_b}$, which is 0.8 for weights 0.8 and 0.2.

\subsection{Successive absorptions}

A uniform mean does not make successive absorptions independent. If $N$ molecules at $x_1,\ldots,x_N$ each absorb one photon, the same calculation with different positions gives the joint rate
\begin{equation}
N!\left[1+\cos\left(2K\sum_{j=1}^N x_j-\chi\right)\right].
\label{eq:joint}
\end{equation}
For $N=3$, once the first two positions are fixed, the third absorption has a fringe of visibility one. The first two positions set its phase. Averaging them over whole periods removes the cosine, so the accumulated dose is flat even when all the photons of a pulse are absorbed one by one.

\subsection{Loss before the resist}

Let each path transmit a photon with probability $\eta$. Then $a$ is replaced by $\sqrt\eta\,a$ plus an operator that acts on an empty loss mode, and similarly for $b$. In the expectation values above, the annihilation operators stand on the right, so the empty modes contribute nothing. The order-$p$ rate is therefore multiplied by $\eta^p$. For $N=3$ and $\eta=0.7$, the mean rates of orders one, two and three are $3\eta=2.10$, $6\eta^2=2.94$ and $6\eta^3=2.06$. The first two stay flat and the third keeps its fringe. Loss weakens the wanted pattern relative to the background, but writes no one-photon fringe.

\section{From rates to dose}

Take $N=2$, with one photon pair per pulse. Let $A$ be the cross-section of each beam inside the resist, and $\sigma_1$ the cross-section for one-photon excitations that start the resist chemistry. Absorption that only warms the film is not included in $\sigma_1$. Since $\langle c^\dagger c\rangle=2$, the one-photon excitation probability per molecule and pulse is
\begin{equation}
P_1=\frac{2\sigma_1}{A}.
\end{equation}

For two-photon absorption, let coherent light of photon flux $\phi$ excite a molecule at the rate $\delta\phi^2/2$, which fixes the convention for $\delta$. Let $g(t)$ be the pulse shape, with $\int g\,dt=1$. For a quantum pulse, $\phi^2$ becomes $g^2\langle c^{\dagger2}c^2\rangle/A^2$. The absorber is taken to respond instantly, which requires a final state broader than the pulse spectrum. With Eq.~(\ref{eq:high}),
\begin{align}
P_2(x)&=\frac{\delta}{2A^2}\,2\left[1+\cos(4Kx-\chi)\right]\int g^2\,dt\nonumber\\
&=\bar P_2\left[1+\cos(4Kx-\chi)\right],\\
\bar P_2&=\frac{\delta}{A^2T_{\rm eff}},\qquad \frac1{T_{\rm eff}}=\int g^2\,dt .
\end{align}
For a Gaussian pulse whose intensity has full width $T$ at half maximum, the integral gives $T_{\rm eff}=T\sqrt{\pi/(2\ln2)}$.

Give both kinds of excitation equal chemical weight. The dose runs from $P_1$ to $P_1+2\bar P_2$, so its visibility is
\begin{equation}
V=\frac{2\bar P_2}{2P_1+2\bar P_2}=\frac{r}{1+r},\qquad
r=\frac{\bar P_2}{P_1}=\frac{\delta}{2\sigma_1AT_{\rm eff}}.
\label{eq:visibility}
\end{equation}
More pulses per second shorten the exposure but leave $r$ unchanged, because both contributions grow with the number of pairs. At fixed $\delta$ and $\sigma_1$, a smaller beam or a shorter pulse raises $r$, within the limits of the model.

\section{The numbers for a two-photon resist}

The example uses round values in the regime of two-photon resist writing near 800~nm: $T=100$~fs, $A=25~\mu\mathrm{m}^2=2.5\times10^{-7}~\mathrm{cm}^2$, $\theta=30^\circ$ and 80~MHz repetition. The value $\delta=100~\mathrm{GM}=10^{-48}~\mathrm{cm^4\,s}$ stands for an efficient initiator. The ordinary fringe period is $\lambda/(2\sin\theta)=800$~nm, and the two-photon period is 400~nm.

With $T_{\rm eff}=150.5$~fs,
\begin{equation}
\bar P_2=\frac{10^{-48}}{(2.5\times10^{-7})^2(1.505\times10^{-13})}
=1.06\times10^{-22}
\end{equation}
per molecule and pulse. The photoactive $\sigma_1$ far below the main absorption band depends on the material, so it is varied here. With everything else fixed:

\begin{center}
\begin{tabular}{cccc}
$\sigma_1$ (cm$^2$) & $P_1$ per pulse & $r$ & $V$\\
$10^{-30}$ & $8.0\times10^{-24}$ & 13.3 & 0.93\\
$10^{-28}$ & $8.0\times10^{-22}$ & 0.133 & 0.117\\
$10^{-26}$ & $8.0\times10^{-20}$ & 0.00133 & 0.0013
\end{tabular}
\end{center}

The visibility is one half at $r=1$, that is at
\begin{equation}
\sigma_1=\frac{\delta}{2AT_{\rm eff}}=1.33\times10^{-29}~\mathrm{cm}^2.
\end{equation}
Above this value the flat background exceeds the mean two-photon dose. Being uniform protects the shape of the fringe, not its contrast.

The exposure time is a separate obstacle. A mean two-photon excited fraction of 1\% requires
\begin{equation}
\frac{0.01}{1.063\times10^{-22}}=9.4\times10^{19}
\end{equation}
pulses, or about 37\,000 years at 80~MHz. At $\sigma_1=10^{-28}~\mathrm{cm}^2$, the background would meanwhile excite about $0.01/0.133=7.5\%$ of the molecules, if the slight depletion of unexcited molecules is neglected.

\subsection{Comparison with real exposure}

Real two-photon writing uses coherent pulses with very many photons. In one coherent beam of the same area and duration, a pulse of $M$ photons gives a two-photon probability $\delta M^2/(2A^2T_{\rm eff})$, larger than $\bar P_2$ by $M^2/2$. One pair per pulse gives up this factor. Focusing the pair helps: an area ten times smaller shortens the exposure a hundredfold and raises $r$ tenfold, but still leaves several hundred years and fewer fringes in the field. The value of $T_{\rm eff}$ also rests on the single temporal mode. Real pair sources usually give photons correlated in time, and then $1/T_{\rm eff}$ is the probability density of the arrival-time difference at zero. For a Gaussian difference of rms width $s$, $T_{\rm eff}=\sqrt{2\pi}\,s$. With $s=10$~fs inside the same 100~fs pulse, $T_{\rm eff}=25$~fs: $r$ rises sixfold and the exposure falls to about 6200 years, provided the absorber still responds instantly on this time scale. The example therefore illustrates the mechanism and is not a workable exposure recipe. Real resist chemistry also has thresholds and diffusion, so $V$ describes the excitation pattern, not the developed relief.

The assumption of one pair per pulse also fails for a squeezed-light source. Let each path carry squeezed vacuum with $n$ photons on average and $\langle a^2\rangle=\langle b^2\rangle=\sqrt{n(n+1)}$. There is no correlation $\langle a^\dagger b\rangle$, so the one-photon background remains flat. For this Gaussian state with zero mean field,
\begin{align}
\langle c^{\dagger2}c^2\rangle&=|\langle c^2\rangle|^2+2\langle c^\dagger c\rangle^2\nonumber\\
&=2n(n+1)[1+\cos(4Kx)]+8n^2,
\end{align}
with two-photon visibility $(n+1)/(5n+1)$. At $n=0.01$ this is 0.962. The mean of the expression is then 0.021 instead of 2 for a pair in every pulse, so the exposure takes about 95 times longer.

\subsection{Smaller corrections}

For a resist of index 1.50, the surface transmits $\eta=0.942$. Since $P_1$ scales as $\eta$ and $\bar P_2$ as $\eta^2$, $r$ falls by about 6\%. A substrate of index 1.52 reflects a little light, and each path interferes with its own reflection. This gives a vertical intensity modulation of visibility 0.015, which is the same for both paths and hence laterally flat. It is small only because the indices nearly match. On silicon, with index about 3.7, the vertical visibility is about 0.74; the background is still laterally flat, but $r$ then varies strongly with depth. A 1~$\mu$m film with a total absorption coefficient of $0.01~\mathrm{cm}^{-1}$ removes about $10^{-6}$ of the light, consistent with weak absorption.

At the edge of the field, 2.65~$\mu$m from the centre, the pulses arrive $\tau=8.84$~fs apart. The amplitude for both photons of one path to be absorbed at time $t$ follows $g(t)$, so the fringe is multiplied by
\begin{equation}
\frac{\int g(t-\tau/2)g(t+\tau/2)\,dt}{\int g^2\,dt}=e^{-2\ln2\,(\tau/T)^2}=0.989.
\end{equation}

\section{When the background acquires a fringe}

The argument requires that no coherent admixture reconnects the paths. For $N=2$, let the state contain $|1,1\rangle$ with probability $\epsilon$ and phase $\gamma$:
\begin{equation}
|\psi\rangle=\sqrt{1-\epsilon}\,|\psi_2\rangle+\sqrt\epsilon\,e^{i\gamma}|1,1\rangle .
\end{equation}
Removing a photon from path $b$ of $|1,1\rangle$ leaves $|1,0\rangle$, which is also what remains of $|2,0\rangle$ after an absorption from path $a$. The overlap is restored. From $a^\dagger b|1,1\rangle=\sqrt2|2,0\rangle$ and $a^\dagger b|0,2\rangle=\sqrt2|1,1\rangle$,
\begin{equation}
\langle a^\dagger b\rangle=\sqrt{\epsilon(1-\epsilon)}\left[e^{i\gamma}+e^{i(\chi-\gamma)}\right].
\end{equation}
The rate is $2+2\,\mathrm{Re}[\langle a^\dagger b\rangle e^{-2iKx}]$, so the one-photon visibility is
\begin{equation}
|\langle a^\dagger b\rangle|=2\sqrt{\epsilon(1-\epsilon)}\,|\cos(\gamma-\chi/2)|.
\end{equation}
It depends on an amplitude, not a probability: an admixture of only 1\% gives up to 0.199. At $\sigma_1=10^{-28}~\mathrm{cm}^2$, this 800~nm one-photon fringe has an amplitude up to $0.199/0.133=1.5$ times that of the 400~nm fringe written by $|\psi_2\rangle$ alone. The two-photon absorption gains an 800~nm component as well, because $c^2|1,1\rangle=2|0,0\rangle$ interferes with the two-photon amplitude of $|\psi_2\rangle$. At the worst phase this component is $4\sqrt{\epsilon(1-\epsilon)}=0.40$ times the same 400~nm fringe and adds to the one-photon part, which raises the ratio from 1.5 to 1.9.

An admixture need not do this, because its phase matters. Suppose the pair is made by sending one photon into each input of a lossless beam splitter. The inputs have equal mean photon numbers and no mutual first-order coherence, so their matrix of values $\langle a_i^\dagger a_j\rangle$ is the identity. A unitary change of modes leaves the identity unchanged, and $\langle a^\dagger b\rangle$ stays zero at the output. A 60/40 splitter indeed leaves a $|1,1\rangle$ probability of 0.04 and a one-photon visibility of zero. A flat background is therefore not proof that the light is in the state of Eq.~(\ref{eq:state}), without any $|1,1\rangle$ part. The numerical output below gives the main values used here.

\section*{Table of computed values}
\begin{verbatim}
One-photon visibility, N=1: 1.0000
One-photon visibility, N=2: 0.0000
One-photon visibility, N=3: 0.0000
One-photon visibility, N=4: 0.0000
Weights 0.8/0.2, N=2: one-photon visibility 0.0000
Weights 0.8/0.2, N=2: two-photon visibility 0.8000
Tunable state |alpha|^2=0.25: overlap 0.7788, visibility 0.7788
Tunable state |alpha|^2=1.00: overlap 0.3679, visibility 0.3679
Tunable state |alpha|^2=2.00: overlap 0.1353, visibility 0.1353
N=3, third absorption given first two: visibility 1.0000
N=3, path transmission 0.70: mean one-, two-, three-photon rates 2.1000, 2.9400, 2.0580 (operator units)
Wavelength: 800 nm; photon energy 1.550 eV
Incidence angle in air: 30 degrees
Ordinary one-photon fringe period: 800.0 nm
N=2 two-photon fringe period: 400.0 nm
Pulse FWHM: 100 fs; effective duration 150.5 fs
Beam side: 5.0 um; beam area 2.50e-07 cm2
Two-photon cross-section: 100 GM = 1.0e-48 cm4 s
Mean two-photon excitation per molecule per pulse: 1.063e-22
sigma1=1e-30 cm2: one-photon probability per pulse 8.000e-24, ratio r 13.29, visibility 0.93
sigma1=1e-28 cm2: one-photon probability per pulse 8.000e-22, ratio r 0.1329, visibility 0.1173
sigma1=1e-26 cm2: one-photon probability per pulse 8.000e-20, ratio r 0.001329, visibility 0.001327
sigma1 for dose visibility one half: 1.329e-29 cm2
Target mean two-photon excited fraction: 0.01
Pulses needed: 9.409e+19
Exposure time at 80 MHz: 3.729e+04 years
Refractive indices: resist 1.50, substrate 1.52
Surface transmission: 0.9422; pair transmission 0.8877
Vertical standing-wave visibility: 0.0149
Film thickness: 1.0 um; absorption 0.01 1/cm
Film depletion fraction: 1.061e-06
Field edge: 2.652 um; path delay 8.84 fs
Two-photon visibility at field edge: 0.9892
Squeezed source, 0.01 photons per path: two-photon visibility 0.9619
Coherent |1,1> weight 0.01: worst one-photon visibility 0.1990
That fringe / two-photon fringe at sigma1=1e-28 cm2: 1.498
60/40 beam splitter: |1,1> weight 0.0400, one-photon visibility 0.0000
\end{verbatim}
